# Incoming-wave final states and photoelectron angular distributions in hydrogenic atoms, part 1

(Sections cited here and not found follow in the second part.)

**Q.** In elastic scattering I use a plane wave plus an outgoing spherical wave. A photoelectron flies away from the atom, so the outgoing choice looks right for it too. Why should its final state carry an incoming spherical wave?

**A.** We can avoid choosing and solve the time-dependent problem. Take Hartree atomic units, one spinless nonrelativistic electron and a fixed nucleus, $H=-\tfrac12\nabla^2-Z/r$. The initial state is $\phi=(u_{nl}/r)Y_{lm}$ with real $u_{nl}$ and energy $E_b=-Z^2/2n^2$. In the dipole approximation a field $\boldsymbol\epsilon\,\mathcal E_0\cos\omega t$ with a real unit vector $\boldsymbol\epsilon$, switched on by $e^{\delta t}$ with $\delta>0$, acts on the charge $-1$ through
$$V(t)=\tfrac12\mathcal E_0\,D\,(e^{-i\omega t}+e^{i\omega t})\,e^{\delta t},\qquad D=\boldsymbol\epsilon\cdot\mathbf r .$$
To first order in $\mathcal E_0$ the state is $\phi e^{-iE_bt}+\psi_1$, with $i\partial_t\psi_1=H\psi_1+V\phi e^{-iE_bt}$ and $\psi_1\to0$ as $t\to-\infty$. The term $e^{+i\omega t}$ drives a response at the negative energy $E_b-\omega$, which is confined near the atom and carries no flux. We exclude the isolated frequencies at which $E_b-\omega$ equals a lower level reached by $D$, such as $\omega=3Z^2/8$ for 2p to 1s. There this response grows as $1/\delta$ (stimulated emission) and first order fails. For the other term put $\psi_1=\tfrac12\mathcal E_0\,\chi\,e^{-iEt+\delta t}$ with $E=E_b+\omega=k^2/2>0$. Since $i\partial_t$ gives $E+i\delta$,
$$(E+i\delta-H)\chi=D\phi .$$
The state $\psi_1$ is normalisable, and $E+i\delta$ is not an eigenvalue of the Hermitian $H$, so $\chi$ is the unique square-integrable solution. Far out the source has died and the solutions behave as $e^{\pm i\kappa r}$, times powers of $r$, with $\kappa=\sqrt{k^2+2i\delta}\approx k+i\delta/k$. Only $e^{+i\kappa r}$ decays, so as $\delta\to0^+$ the wave $\chi$ is purely outgoing.

**Q.** That is my point. The physical wave is outgoing.

**A.** It is. The final state is a different object, the function whose overlap with $D\phi$ gives the amplitude of $\chi$ in one direction, and we can read it off. Expand $D\phi=\sum_{l'm'}c_{l'm'}(S/r)Y_{l'm'}$ with $S=r\,u_{nl}$ and $c_{l'm'}=\langle l'm'|\boldsymbol\epsilon\cdot\hat{\mathbf r}|lm\rangle$, and $\chi=\sum c_{l'm'}(u_{l'}/r)Y_{l'm'}$. Multiplying the radial equation by 2, and dropping the prime on $l$ for now,
$$u''+\Big(k^2+\frac{2Z}{r}-\frac{l(l+1)}{r^2}\Big)u=2S .$$
With $\rho=kr$ and $\eta=-Z/k$, the homogeneous solution regular at the origin is
$$F_l=C_l\,\rho^{l+1}e^{-i\rho}M(l+1-i\eta,\,2l+2,\,2i\rho),$$
because inserting $\rho^{l+1}e^{-i\rho}M$ turns the equation into Kummer's. It is real and, for $C_l>0$, positive near $r=0$. The large-argument form $M(a,c,z)\to\Gamma(c)e^zz^{a-c}/\Gamma(a)+\dots$ gives its outgoing part. Define $\sigma_l=\arg\Gamma(l+1+i\eta)$, so that $1/\Gamma(l+1-i\eta)=e^{i\sigma_l}/|\Gamma(l+1+i\eta)|$, and note $i^{-l-1-i\eta}=e^{-il\pi/2}e^{\pi\eta/2}/i$. The outgoing part is then
$$C_l\,\frac{(2l+1)!\,e^{\pi\eta/2}}{2^{l}|\Gamma(l+1+i\eta)|}\,\frac{e^{i\Theta_l}}{2i},\qquad \Theta_l=\theta-\frac{l\pi}{2}+\sigma_l,\quad \theta=kr-\eta\ln 2kr .$$
The incoming part is its complex conjugate. The choice $C_l=2^le^{-\pi\eta/2}|\Gamma(l+1+i\eta)|/(2l+1)!$ makes $F_l\to\sin\Theta_l$.

Let $H_l^+\to e^{i\Theta_l}$ be the outgoing solution. The Wronskian is constant, so it can be taken at large $r$: $F_lH_l^{+\prime}-F_l'H_l^+=ke^{i\Theta_l}(i\sin\Theta_l-\cos\Theta_l)=-k$. Consider
$$u(r)=-\frac2k\Big[H_l^+(r)\int_0^rF_lS\,dr'+F_l(r)\int_r^\infty H_l^+S\,dr'\Big].$$
In $u'$ the terms from the limits cancel. In $u''$ they give $-(2/k)(H_l^{+\prime}F_l-F_l'H_l^+)S=2S$, as required. The function is regular at the origin and outgoing at infinity, where the second integral vanishes.

Introduce $u_{kl}=\sqrt{2/\pi k}\,F_l$ and the real integral $R_l=\int_0^\infty u_{kl}\,r\,u_{nl_0}\,dr$, with $l_0$ the bound-state value. The factor normalises in energy: $\int_0^\infty\sin kr\sin k'r\,dr=\tfrac\pi2\delta(k-k')$ fixes the singular part of the overlap as $\delta(k-k')/k=\delta(E-E')$. With $\int F_lS\,dr=\sqrt{\pi k/2}\,R_l$ and $e^{-il\pi/2}=(-i)^l$,
$$u\to A_l\,e^{i\theta},\qquad A_l=-\sqrt{2\pi/k}\,(-i)^le^{i\sigma_l}R_l .$$
Summing the partial waves,
$$\chi\to-\sqrt{\frac{2\pi}{k}}\;T(\hat{\mathbf r})\,\frac{e^{i\theta}}{r},\qquad T(\hat{\mathbf k})=\sum_{l'm'}(-i)^{l'}e^{i\sigma_{l'}}R_{l'}\,c_{l'm'}Y_{l'm'}(\hat{\mathbf k}).$$
A bra conjugates coefficients. Therefore $T=\langle\psi^-_{\mathbf k}|D|\phi\rangle$ for
$$\psi^-_{\mathbf k}(\mathbf r)=\sum_{lm}i^le^{-i\sigma_l}\frac{u_{kl}(r)}{r}Y_{lm}(\hat{\mathbf r})Y^*_{lm}(\hat{\mathbf k}),$$
since the bra supplies $(-i)^le^{+i\sigma_l}Y_{lm}(\hat{\mathbf k})$. The outgoing physical wave needs $e^{+i\sigma_l}$ in the amplitude, and this forces $e^{-i\sigma_l}$ in the ket.

**Q.** A sign in a phase factor is not yet an incoming wave.

**A.** Split the asymptotic sine and use $i^le^{-il\pi/2}=1$ and $i^le^{il\pi/2}=(-1)^l$:
$$i^le^{-i\sigma_l}\sin\Theta_l=\frac{1}{2i}\Big[e^{i\theta}-(-1)^le^{-2i\sigma_l}e^{-i\theta}\Big].$$
The outgoing coefficient is the same for every $l$. By completeness of the harmonics, the outgoing half of $\psi^-_{\mathbf k}$ at order $1/r$ is proportional to $\delta(\hat{\mathbf r}-\hat{\mathbf k})$, read as a distribution. A plane wave is the case $\eta=0$, $\sigma_l=0$ and has the same outgoing half. For $\eta\neq0$ take as reference the same asymptotic sum with the same $\theta$ and every $\sigma_l$ set to zero. Its outgoing half lies along $\hat{\mathbf k}$ and its incoming half along $-\hat{\mathbf k}$, as for a plane wave, but with the logarithm in the phase. Then $\psi^-$ minus this reference is a purely incoming wave with coefficients proportional to $(-1)^l(e^{-2i\sigma_l}-1)$, where the $-1$ contributes only at $\hat{\mathbf r}=-\hat{\mathbf k}$.

Superpose a narrow band of energies with $e^{-iEt}$. Up to the logarithm, the phase $kr-k^2t/2$ is stationary at $r=kt$, which needs $t>0$, and $-kr-k^2t/2$ at $r=-kt$, which needs $t<0$. A packet of $\psi^-_{\mathbf k}$ thus converges from all sides in the past and leaves along $\hat{\mathbf k}$ in the future, which is what a detector along $\hat{\mathbf k}$ selects. The state $\psi^+_{\mathbf k}$, with $e^{+i\sigma_l}$, has its definite direction in the past and describes a prepared beam. The two are time reverses: the sum over $m$ is the real $(2l+1)P_l(\hat{\mathbf k}\cdot\hat{\mathbf r})/4\pi$, reversing $\mathbf k$ gives $(-1)^l$, and $(-1)^l(i^le^{i\sigma_l})^*=i^le^{-i\sigma_l}$, so $\psi^-_{\mathbf k}=(\psi^+_{-\mathbf k})^*$.

The phases can be checked without partial waves. Put $\psi=e^{i\mathbf k\cdot\mathbf r}f(\xi)$ with $\xi=kr+\mathbf k\cdot\mathbf r$. From $\nabla^2\xi=2k/r$, $|\nabla\xi|^2=2k\xi/r$ and $\mathbf k\cdot\nabla\xi=k\xi/r$ follows $\xi f''+(1+i\xi)f'-\eta f=0$, solved by $M(i\eta,1,-i\xi)$. Its term $e^{-i\xi}$ combines with $e^{i\mathbf k\cdot\mathbf r}$ into the incoming $e^{-ikr}$. With the prefactor $\sqrt{k/8\pi^3}\,e^{-\pi\eta/2}\Gamma(1-i\eta)$, which I check numerically and do not need later, this closed form and the partial-wave sum both give $-0.0044512-0.0412098\,i$ at $Z=1$, $k=0.5$, $r=6$ bohr, $\hat{\mathbf k}\cdot\hat{\mathbf r}=0.3$. The sum with $e^{+i\sigma_l}$ is tested to differ.

**Q.** How does $T$ become a cross section?

**A.** The radial current of $\tfrac12\mathcal E_0\chi$ per solid angle is $r^2\,\mathrm{Im}(\psi_1^*\partial_r\psi_1)\to\tfrac14\mathcal E_0^2\,k\,(2\pi/k)|T|^2=\tfrac\pi2\mathcal E_0^2|T|^2$. The cycle-averaged intensity is $c\mathcal E_0^2/8\pi$ with $c=1/\alpha$, so the photon flux is $\mathcal E_0^2/(8\pi\alpha\omega)$. The ratio is
$$\frac{d\sigma}{d\Omega}=4\pi^2\alpha\omega\,|T(\hat{\mathbf k})|^2 .$$

**Q.** Now take an unoriented atom, with all $m$ equally populated. Many harmonics interfere. What angular shape is left?

**A.** Let $I=\sum_m|T_m|^2$, so that $d\sigma/d\Omega=4\pi^2\alpha\omega\,I/(2l+1)$. Then $I=\langle\psi^-_{\mathbf k}|D\,\Pi\,D|\psi^-_{\mathbf k}\rangle$, where $\Pi=\sum_m|\phi_m\rangle\langle\phi_m|$ projects on the whole multiplet and is invariant under rotations. As $\psi^-_{\mathbf k}$ depends on directions only through $\hat{\mathbf k}\cdot\hat{\mathbf r}$, $I$ is unchanged when $\boldsymbol\epsilon$ and $\hat{\mathbf k}$ are rotated together. It is also quadratic in the real $\boldsymbol\epsilon$: $I=\sum_{ij}\epsilon_i\epsilon_jW_{ij}(\hat{\mathbf k})$ with $W$ real and symmetric. Rotations about $\hat{\mathbf k}$ must leave $W$ fixed. A half turn reverses the elements that couple $\hat{\mathbf k}$ to the perpendicular plane, so they vanish. A quarter turn exchanges the two diagonal elements in that plane and reverses the off-diagonal one, so that block is a multiple of the identity. Thus $W_{ij}=a\delta_{ij}+b\hat k_i\hat k_j$, with $a,b$ independent of $\hat{\mathbf k}$ by the joint invariance. With $\cos\vartheta=\boldsymbol\epsilon\cdot\hat{\mathbf k}$ and $\cos^2\vartheta=(1+2P_2)/3$,
$$I=\bar I\,[1+\beta P_2(\cos\vartheta)],$$
where $\bar I$ is the average over the sphere. Positivity at $\vartheta=0$ ($P_2=1$) and at $90^\circ$ ($P_2=-\tfrac12$) gives $-1\le\beta\le2$. Two numbers fix the distribution, $\bar I$ and $I(0)$, with $1+\beta=I(0)/\bar I$.

**Q.** Then compute them.

**A.** Put $z$ along $\boldsymbol\epsilon$. The recurrence $(2l+1)xP_l^m=(l-m+1)P_{l+1}^m+(l+m)P_{l-1}^m$ shows that $\cos\vartheta\,Y_{lm}$ contains only $l\pm1$ with the same $m$. With the squared normalisation $N_{lm}^2=(2l+1)(l-m)!/[4\pi(l+m)!]$, the coefficient of $Y_{l+1,m}$ is $a_{lm}=\frac{l-m+1}{2l+1}\frac{N_{lm}}{N_{l+1,m}}>0$, and $N_{lm}^2/N_{l+1,m}^2=\frac{2l+1}{2l+3}\frac{l+1+m}{l+1-m}$ gives
$$a_{lm}^2=\frac{(l+1)^2-m^2}{(2l+1)(2l+3)} .$$
The coefficient of $Y_{l-1,m}$ is $a_{l-1,m}$, because $\cos\vartheta$ is Hermitian and $a$ is real. Write $\pm$ for $l\pm1$. Since $(-i)^{l-1}=-(-i)^{l+1}$,
$$T_m=(-i)^{l+1}\big[a_{lm}R_+e^{i\sigma_+}Y_{l+1,m}-a_{l-1,m}R_-e^{i\sigma_-}Y_{l-1,m}\big].$$
Over the sphere the cross term vanishes by orthogonality. With $\sum_mm^2=l(l+1)(2l+1)/3$,
$$\sum_ma_{lm}^2=\frac{(l+1)^2-l(l+1)/3}{2l+3}=\frac{(l+1)(2l+3)}{3(2l+3)}=\frac{l+1}{3},$$
$$\sum_ma_{l-1,m}^2=\frac{l^2-l(l+1)/3}{2l-1}=\frac{l(2l-1)}{3(2l-1)}=\frac l3 .$$
Hence $4\pi\bar I=\tfrac13[lR_-^2+(l+1)R_+^2]$ and
$$\sigma=\frac{4\pi^2\alpha\omega}{3}\,\frac{lR_-^2+(l+1)R_+^2}{2l+1}.$$
On the axis only $m=0$ survives, with $Y_{l'0}=\sqrt{(2l'+1)/4\pi}$. There $a_{l0}\sqrt{2l+3}=(l+1)/\sqrt{2l+1}$ and $a_{l-1,0}\sqrt{2l-1}=l/\sqrt{2l+1}$, so
$$4\pi I(0)=\frac{(l+1)^2R_+^2+l^2R_-^2-2l(l+1)R_+R_-\cos(\sigma_+-\sigma_-)}{2l+1}.$$
Put $\beta=I(0)/\bar I-1$ over the denominator $(2l+1)[lR_-^2+(l+1)R_+^2]$. The coefficient of $R_+^2$ is $3(l+1)^2-(2l+1)(l+1)=(l+1)(l+2)$, that of $R_-^2$ is $3l^2-(2l+1)l=l(l-1)$, and the cross term is tripled. This is the Cooper–Zare formula:
$$\beta=\frac{l(l-1)R_-^2+(l+1)(l+2)R_+^2-6l(l+1)R_+R_-\cos(\sigma_+-\sigma_-)}{(2l+1)\,[\,lR_-^2+(l+1)R_+^2\,]} .$$
The minus sign is the relative $(-i)^2$. It presumes that both continuum functions approach $+\sin\Theta_{l'}$; the sign of the bound function cancels in $R_+R_-$. Only the central form of the potential was used, so with a short-range central addition the formula holds with $\sigma_{l'}$ replaced by the total phase.

**Q.** And an s state?

**A.** For $l=0$ only $R_+=R_1$ remains, and $\beta=2R_1^2/R_1^2=2$ for any $n$ and any energy. Then $1+2P_2=3\cos^2\vartheta$, the square of the single wave $Y_{10}$, with a node perpendicular to $\boldsymbol\epsilon$. The program prints 2 for 1s and 2s at $k=0.5$; with one wave, this rests on the selection rule and the angular algebra, which are checked by quadrature, and says nothing about radial dynamics. The result has conditions. If $R_1$ passes through zero, as it may in a screened potential, the ratio is undefined and neglected terms decide the shape. Spin-orbit coupling gives the $p_{1/2}$ and $p_{3/2}$ waves separate radial integrals and phases, so a single $Y_{10}$ no longer factors out. A noncentral interaction with an open-shell ion breaks the same assumption. Beyond the dipole approximation the photon direction enters, at relative order, in the amplitude, of the photon wave number $\alpha\omega$ times the radius that dominates the matrix element (for 1s, $2/Z$ at threshold and about $4/k$ at high energy; for excited $ns$ states the threshold value lies well below the orbital size, and for hydrogenic 2s the quadrupole amplitude vanishes there), and the form $1+\beta P_2$ is lost.

The outgoing physical wave has fixed the final state as $\psi^-_{\mathbf k}$, and for an unoriented atom the angular distribution follows from the Cooper–Zare formula, with $\beta=2$ for an s state. It remains to evaluate the 2p case explicitly and to find a measurement that distinguishes $\psi^-$ from $\psi^+$.
